# RPA, Tamm-Dancoff and exact excitation energies in the Lipkin model

## Problem

\(N\ge 2\) fermions occupy two levels, \(\sigma=\pm\), at energies \(\pm\varepsilon/2\). Each level contains \(N\) degenerate states \(p=1,\dots,N\). The interaction moves particles in pairs between the levels:

\[
H=\frac{\varepsilon}{2}\sum_{p\sigma}\sigma\,a^\dagger_{p\sigma}a_{p\sigma}
-\frac V2\sum_{pq}\left(a^\dagger_{p+}a^\dagger_{q+}a_{q-}a_{p-}+\text{h.c.}\right),\qquad V\ge 0 .
\]

The coupling is measured by \(\chi=V(N-1)/\varepsilon\).

1. Write \(H\) with quasispin operators and find its matrix in the multiplet that contains the state \(|0\rangle\) with the lower level full.
2. For which \(\chi\) is \(|0\rangle\) a stable mean-field state?
3. Find the collective excitation energy in the Tamm-Dancoff approximation (TDA) and in the random-phase approximation (RPA).
4. Find the exact excitation energy for \(N=2\) and \(N=3\), and compare.
5. Determine the limit of the exact excitation energy as \(N\to\infty\) at fixed \(\chi<1\).
6. Find the leading correction in \(1/N\), and discuss \(\chi=1\).
7. Compare the three energies numerically at \(\chi=0.6\).

## Solution

### 1. Quasispin form

Define

\[
J_+=\sum_p a^\dagger_{p+}a_{p-},\quad J_-=J_+^\dagger,\quad
J_z=\frac12\sum_{p\sigma}\sigma a^\dagger_{p\sigma}a_{p\sigma}.
\]

They obey \([J_+,J_-]=2J_z\) and \([J_z,J_\pm]=\pm J_\pm\). Two anticommutations give

\[
a^\dagger_{p+}a_{p-}a^\dagger_{q+}a_{q-}
=-a^\dagger_{p+}a^\dagger_{q+}a_{p-}a_{q-}
=a^\dagger_{p+}a^\dagger_{q+}a_{q-}a_{p-},
\]

so the pair operator is \(J_+^2\), and

\[
H=\varepsilon J_z-\frac V2\left(J_+^2+J_-^2\right).
\]

The state \(|0\rangle\) has \(J_z=-N/2\) and \(J_-|0\rangle=0\), hence \(J=N/2\). Let \(|n\rangle\) be the state of this multiplet with \(n\) particles raised, so \(m=n-N/2\). From \(J(J+1)-m(m+1)=(J-m)(J+m+1)\),

\[
J_+|n\rangle=\sqrt{(n+1)(N-n)}\,|n+1\rangle .
\]

The nonzero matrix elements are therefore

\[
\langle n|H|n\rangle=\varepsilon\left(n-\tfrac N2\right),\qquad
\langle n+2|H|n\rangle=-\frac V2\sqrt{(n+1)(n+2)(N-n)(N-n-1)},
\]

and the conjugates of the latter. \(H\) conserves the parity of \(n\). The operators \(J_\pm\) change this parity and stay in the multiplet. The exact energy to compare with is thus the gap \(\Delta_N\) between the lowest odd and the lowest even state of the multiplet.

### 2. Stability of the mean field

Put every particle in \(\cos\frac\theta2|-\rangle+\sin\frac\theta2|+\rangle\). Then \(\langle J_z\rangle=-\frac N2\cos\theta\). In \(J_+^2\) the terms with \(p=q\) vanish, and each of the \(N(N-1)\) others contributes \((\frac12\sin\theta)^2\). The same holds for \(J_-^2\), so

\[
E(\theta)=-\frac{\varepsilon N}{2}\cos\theta-\frac{VN(N-1)}{4}\sin^2\theta
=-\frac{\varepsilon N}{2}\left[\cos\theta+\frac\chi2\sin^2\theta\right].
\]

A relative phase \(\varphi\) between the two amplitudes would multiply the second term by \(\cos2\varphi\), so \(\varphi=0\) is the most favourable choice. The derivative is \(E'=\frac{\varepsilon N}{2}\sin\theta\,(1-\chi\cos\theta)\), and

\[
E''(0)=\frac{\varepsilon N}{2}(1-\chi).
\]

Within this family \(|0\rangle\) is a stable minimum for \(\chi<1\). For \(\chi>1\) it is a maximum in \(\theta\), and a mixed determinant lies lower. From here on \(0\le\chi<1\) unless stated otherwise.

### 3. TDA and RPA

Let \(Q^\dagger=J_+/\sqrt N\). Since \([J_-,J_+]=-2J_z\), we have \(\langle0|[Q,Q^\dagger]|0\rangle=1\). Try the excitation operator

\[
O^\dagger=XQ^\dagger-YQ .
\]

If \(O^\dagger\) created an exact excited state from the exact ground state \(|G\rangle\), and \(O|G\rangle=0\), then for any operator \(\delta O\)

\[
\langle G|[\delta O,[H,O^\dagger]]|G\rangle=\omega\langle G|[\delta O,O^\dagger]|G\rangle .
\]

RPA keeps this equation but evaluates the expectation values in \(|0\rangle\). Two numbers are needed:

\[
A=\langle0|[Q,[H,Q^\dagger]]|0\rangle,\qquad B=-\langle0|[Q,[H,Q]]|0\rangle .
\]

In \(A\) the interaction changes \(n\) by \(\pm2\) while \(Q\) and \(Q^\dagger\) together leave it unchanged, so the interaction drops out. The one-body part has \([\varepsilon J_z,Q^\dagger]=\varepsilon Q^\dagger\), and \(A=\varepsilon\).

In \(B\), expand the double commutator:

\[
[Q,[H,Q]]=2QHQ-QQH-HQQ .
\]

Because \(Q|0\rangle=0\), only \(-QQH\) survives, and of \(H\) only the part with \(J_+^2\):

\[
B=\frac1N\langle0|J_-^2H|0\rangle=-\frac{V}{2N}\langle0|J_-^2J_+^2|0\rangle
=-\frac{V}{2N}\,2N(N-1)=-\varepsilon\chi .
\]

The use of \(J_+\) alone is justified by its decoupling from the other particle-hole operators. Take \(Q_{pq}=a^\dagger_{q-}a_{p+}\). By the argument used for \(A\), the block \(A\) is \(\varepsilon\) times the unit matrix in the full particle-hole space. For \(B\), the ladder formula gives \(J_-J_+^2|0\rangle=2(N-1)J_+|0\rangle\), so the element between \(Q_{pq}\) and \(Q\) is

\[
-\frac{V}{2\sqrt N}\langle0|Q_{pq}J_-J_+^2|0\rangle=-V(N-1)\frac{\delta_{pq}}{\sqrt N}.
\]

This is \(-\varepsilon\chi\) times the component of \(Q\) along \(Q_{pq}\). The collective vector is an eigenvector of both blocks.

Now set \(\delta O=Q\) and then \(\delta O=Q^\dagger\). Hermitian conjugation gives \(\langle0|[Q^\dagger,[H,Q^\dagger]]|0\rangle=-B\) and \(\langle0|[Q^\dagger,[H,Q]]|0\rangle=A\). On the right-hand side \(\langle0|[Q^\dagger,-YQ]|0\rangle=Y\). Thus

\[
AX+BY=\omega X,\qquad -BX-AY=\omega Y .
\]

A nonzero solution requires \((A-\omega)(-A-\omega)+B^2=0\), that is \(\omega^2=A^2-B^2\). The positive root is

\[
\boxed{\;\omega_{\rm RPA}=\varepsilon\sqrt{1-\chi^2}\equiv\varepsilon s\;}\qquad
\frac YX=\frac{\omega-A}{B}=\frac{1-s}{\chi}.
\]

TDA sets \(Y=0\) and leaves \(\omega_{\rm TDA}=A=\varepsilon\), independent of \(V\). The interaction has no matrix element between states with one raised particle; it acts through \(B\) alone. In the language of the Bethe-Salpeter equation, \(A\) is the resonant block and \(B\) the coupling to the antiresonant one. The RPA frequency vanishes at \(\chi=1\), where part 2 found the loss of stability.

### 4. Two and three particles

For \(N=2\), \(\chi=V/\varepsilon\). The even states \(n=0,2\) have energies \(\mp\varepsilon\) and coupling \(-\frac V2\sqrt{1\cdot2\cdot2\cdot1}=-V\), so the lower level is \(-\sqrt{\varepsilon^2+V^2}\). The odd state \(n=1\) has energy zero. Hence

\[
\Delta_2=\varepsilon\sqrt{1+\chi^2}.
\]

For \(N=3\), both parities have the coupling \(-\frac V2\sqrt{12}=-\sqrt3\,V\). The diagonal energies are \(-\frac32\varepsilon,\frac12\varepsilon\) for even \(n\) and \(-\frac12\varepsilon,\frac32\varepsilon\) for odd \(n\). The lowest levels are

\[
E_{\rm even}=-\frac\varepsilon2-\sqrt{\varepsilon^2+3V^2},\qquad
E_{\rm odd}=+\frac\varepsilon2-\sqrt{\varepsilon^2+3V^2},
\]

and \(\Delta_3=\varepsilon\), the TDA value. For \(N=2\) the exact gap rises with \(V\) while the RPA frequency falls. RPA is therefore not the better approximation at every \(N\).

### 5. The limit of many particles

**Limiting Hamiltonian.** Measure energy from the mean-field value: \(h_N=H+\varepsilon N/2\). With \(V=\varepsilon\chi/(N-1)\),

\[
\langle n+2|h_N|n\rangle=-\frac{\varepsilon\chi}{2}\sqrt{(n+1)(n+2)}\,f_N(n),\quad
f_N(n)=\frac{\sqrt{(N-n)(N-n-1)}}{N-1}.
\]

At fixed \(n\), \(f_N(n)\to1\). The factor \(\sqrt{(n+1)(n+2)}\) is that of a squared boson creation operator, so each matrix element tends to that of

\[
h_\infty=\varepsilon b^\dagger b-\frac{\varepsilon\chi}{2}\left(b^{\dagger2}+b^2\right),\qquad [b,b^\dagger]=1 .
\]

**Its spectrum.** Substitute \(b=u\beta+v\beta^\dagger\) with \(u=\cosh r\), \(v=\sinh r\):

\[
b^\dagger b=(u^2+v^2)\beta^\dagger\beta+v^2+uv(\beta^{\dagger2}+\beta^2),
\]
\[
b^{\dagger2}+b^2=(u^2+v^2)(\beta^{\dagger2}+\beta^2)+2uv(2\beta^\dagger\beta+1).
\]

The terms \(\beta^{\dagger2}+\beta^2\) cancel if \(uv=\frac\chi2(u^2+v^2)\), that is \(\tanh2r=\chi\). Then \(u^2+v^2=\cosh2r=1/s\) and \(2uv=\sinh2r=\chi/s\). The coefficient of \(\beta^\dagger\beta\) is \(\varepsilon(1-\chi^2)/s=\varepsilon s\). The constant is \(\varepsilon v^2-\varepsilon\chi uv=\frac\varepsilon2\left(\frac1s-1-\frac{\chi^2}{s}\right)=\frac\varepsilon2(s-1)\). The levels are

\[
E_k=\frac{\varepsilon(s-1)}2+k\,\varepsilon s,\qquad k=0,1,2,\dots
\]

Their spacing is \(\omega_{\rm RPA}\). Since \(b\) is linear in \(\beta\) and \(\beta^\dagger\), the parity of \(k\) is that of \(n\).

**A bound.** Convergence of matrix elements does not by itself imply convergence of eigenvalues, because states could spread to \(n\sim N\). To exclude this, take a normalized \(\psi=\sum_n\psi_n|n\rangle\) and use \(f_N(n)\le f_N(0)=\sqrt{N/(N-1)}\equiv f_0\) together with

\[
2\sqrt{(n+1)(n+2)}\,|\psi_n\psi_{n+2}|\le(n+1)|\psi_n|^2+(n+2)|\psi_{n+2}|^2 .
\]

Summed over \(n\), the right side is at most \(\sum_n(2n+1)|\psi_n|^2\). Hence

\[
\langle h_N\rangle\ge\varepsilon(1-\chi f_0)\langle n\rangle-\frac{\varepsilon\chi f_0}{2}.
\]

For fixed \(\chi<1\) and large \(N\), \(1-\chi f_0\) stays above a positive constant. States of bounded energy then have bounded \(\langle n\rangle\le C\), and their weight at \(n>L\) is below \(C/L\), uniformly in \(N\).

**Convergence.** Let \(e_k(N)\) be the ordered eigenvalues of \(h_N\).

*From above.* The eigenvectors of \(h_\infty\) have components that fall geometrically at large \(n\), up to powers of \(n\). Cut the lowest \(k+1\) of them at \(n\le L\) and use their span as a trial space. On this fixed finite space \(h_N\to h_\infty\), and the error of the cut vanishes as \(L\to\infty\). The variational principle gives \(\limsup e_k(N)\le E_k\).

*From below.* The lowest \(k+1\) eigenvectors of \(h_N\) have bounded energy. From any sequence of \(N\) one can select a subsequence along which their eigenvalues and all their components converge. As the tails are uniformly small, the vectors converge in norm and their limits remain orthonormal. The eigenvalue equation at given \(n\) links just \(n-2,n,n+2\), so each limit \(\phi\) satisfies \(h_\infty\phi=e\phi\) component by component. Project this on an eigenvector \(|k'\rangle\) of \(h_\infty\). The sums converge absolutely, since \(|k'\rangle\) decays geometrically and \(\phi\) is normalized, so \((e-E_{k'})\langle k'|\phi\rangle=0\). The \(|k'\rangle\) are complete and nondegenerate, so \(\phi\) is one of them. The \(k+1\) orthogonal limits are different eigenvectors, and the largest of their eigenvalues is at least \(E_k\).

Both bounds together give \(e_k(N)\to E_k\). The eigenvectors converge too, so for large \(N\) the lowest is even and the next is odd:

\[
\boxed{\;\lim_{N\to\infty}\Delta_N=E_1-E_0=\varepsilon\sqrt{1-\chi^2}\quad(\chi<1\text{ fixed})\;}
\]

Fixed \(\chi\) means \(V\propto1/(N-1)\). At fixed \(V>0\), growing \(N\) would carry the system past \(\chi=1\).

A qualitative picture is dilution. Replacing \(|G\rangle\) by \(|0\rangle\) in the commutator neglects \(2\langle n\rangle/N\) in \(\langle[Q,Q^\dagger]\rangle=1-2\langle n\rangle/N\). In the limit the ground state has \(\langle n\rangle=v^2=\frac12(1/s-1)\), a finite number of raised particles among infinitely many. This term alone does not give the size of the RPA error, because \(A\) and \(B\) are also evaluated in \(|0\rangle\). At \(\chi=0.6\) the term is \(0.25/N\), while the relative correction found in part 6 is about \(0.98/N\). Near \(\chi=1\) the two scale as \(1/(Ns)\) and \(1/(Ns^3)\).

### 6. Leading correction and the critical point

With \(M=N-1\), \(f_N^2=(M+1-n)(M-n)/M^2=1+(1-2n)/M+O(M^{-2})\), so \(f_N\simeq1+(\frac12-n)/M\). The perturbation is

\[
h_1=-\frac{\varepsilon\chi}{2M}\left[b^{\dagger2}\left(\tfrac12-b^\dagger b\right)+\text{h.c.}\right].
\]

Its expectation values are needed in \(k=0\) and \(k=1\). From the expansions in part 5,

\[
b^\dagger b|0\rangle_\beta=v^2|0\rangle_\beta+\sqrt2\,uv|2\rangle_\beta,\qquad
b^2|0\rangle_\beta=uv|0\rangle_\beta+\sqrt2\,v^2|2\rangle_\beta,
\]
\[
b^\dagger b|1\rangle_\beta=(u^2+2v^2)|1\rangle_\beta+\sqrt6\,uv|3\rangle_\beta,\qquad
b^2|1\rangle_\beta=3uv|1\rangle_\beta+\sqrt6\,v^2|3\rangle_\beta .
\]

The overlaps of \(b^2|k\rangle_\beta\) with \(b^\dagger b|k\rangle_\beta\) give \(\langle b^{\dagger2}b^\dagger b\rangle=3uv^3\) for \(k=0\) and \(3uv(u^2+4v^2)\) for \(k=1\). The difference is \(3uv(u^2+3v^2)\), and that of \(\langle b^{\dagger2}\rangle\) is \(2uv\). The conjugate term doubles the result:

\[
\delta\Delta=-\frac{\varepsilon\chi}{M}\left[uv-3uv(u^2+3v^2)\right]
=\frac{\varepsilon\chi\,uv}{M}\left(2+12v^2\right),
\]

where \(u^2=1+v^2\) was used. Inserting \(uv=\chi/2s\) and \(2+12v^2=6/s-4\),

\[
\Delta_N\simeq\varepsilon s+\frac{\varepsilon\chi^2(3-2s)}{s^2(N-1)} .
\]

This is formal first-order perturbation theory. That the remainder falls as \(1/N^2\) is not proved here; the program tests it at \(\chi=0.3\), \(0.6\) and \(0.9\).

The coefficient diverges as \(\chi\to1\), so the \(1/N\) rate does not hold uniformly in \(\chi\): the ratio of the correction to \(\varepsilon s\) is \(\chi^2(3-2s)/[s^3(N-1)]\), and near \(\chi=1\) this is small only when \(Ns^3\gg1\). With \(b=(x+ip)/\sqrt2\),

\[
h_\infty=\frac\varepsilon2\left[(1-\chi)x^2+(1+\chi)p^2-1\right],
\]

and at \(\chi=1\) the restoring force vanishes. The next term follows from part 2: at \(\chi=1\), \(\cos\theta+\frac12\sin^2\theta\simeq1-\theta^4/8\), so the energy rises by \(\varepsilon N\theta^4/16\). The number of raised particles, \(N\theta^2/4\), corresponds to \(x^2/2\), hence \(\theta^2=2x^2/N\), and apart from a constant

\[
h\simeq\varepsilon\left[p^2+\frac{x^4}{4N}\right].
\]

Setting \(x=(4N)^{1/6}y\) makes both terms proportional to \((4N)^{-1/3}\). This scaling argument gives \(\Delta_N\propto N^{-1/3}\), where RPA gives zero. Between \(N=32000\) and \(64000\) the computed exponent is \(-0.329\).

### 7. Numerical comparison

Take \(\chi=0.6\), with energies in units of \(\varepsilon\). Then \(\omega_{\rm RPA}=\sqrt{1-0.36}=0.8\), \(\omega_{\rm TDA}=1\) and \(Y/X=(1-0.8)/0.6=1/3\). Diagonalization gives:

| \(N\) | exact \(\Delta_N\) | RPA − exact | TDA − exact |
|---:|---:|---:|---:|
| 2 | 1.1662 | −0.3662 | −0.1662 |
| 3 | 1.0000 | −0.2000 | 0.0000 |
| 4 | 0.9504 | −0.1504 | +0.0496 |
| 10 | 0.8657 | −0.0657 | +0.1343 |
| 100 | 0.8077 | −0.0077 | +0.1923 |
| 1000 | 0.8008 | −0.0008 | +0.1992 |

TDA is closer up to \(N=6\), and RPA from \(N=7\) to the end of the range examined, \(N=300\). At \(N=100\) the RPA error is 0.9% of the exact gap and the TDA error 24%. The TDA error tends to \(1-0.8=0.2\).

The coefficient of \(1/(N-1)\) is \(0.36\,(3-1.6)/0.64=0.7875\). At \(N=100\) it predicts an excess over RPA of \(0.7875/99=0.0080\), against the computed 0.0077.

The ground state lies below the mean-field energy by 0.1000 at \(N=4000\), in agreement with \((s-1)/2=-0.1\). It contains 0.125 raised particles on average, as \(\frac12(1/0.8-1)\) requires.

Closer to the instability, larger systems are needed. At \(\chi=0.9\), RPA gives 0.436, while the exact gap is 0.500 for \(N=100\) and 0.444 for \(N=1000\). The RPA error is then 13% and 2% of the exact gap. The numerical check also builds the fermion operators for \(N=4\) and obtains the RPA blocks directly from double commutators.

## Computed values

```
All energies in units of eps; main case chi = 0.6
RPA A, B (N=4, collective): 1.0000, -0.6000
RPA collective frequency: 0.800000
RPA other 15 modes (N=4): 0.979796
TDA frequency: 1.000000
RPA amplitude ratio Y/X (dimensionless): 0.333333
N, V, exact gap, RPA minus exact, TDA minus exact:
      2 0.600000 1.166190 -0.366190 -0.166190
      3 0.300000 1.000000 -0.200000 +0.000000
      4 0.200000 0.950411 -0.150411 +0.049589
     10 0.066667 0.865692 -0.065692 +0.134308
     30 0.020690 0.824193 -0.024193 +0.175807
    100 0.006061 0.807657 -0.007657 +0.192343
    300 0.002007 0.802599 -0.002599 +0.197401
   1000 0.000601 0.800785 -0.000785 +0.199215
   4000 0.000150 0.800197 -0.000197 +0.199803
Smallest N with RPA closer than TDA (tested to 300): 7
1/(N-1) coefficient, formula: 0.787500
(exact gap - RPA)*(N-1) at N=7813: 0.787097
Halving ratio, chi=0.3, larger N=4609: 1.9990
Halving ratio, chi=0.6, larger N=7813: 1.9979
Halving ratio, chi=0.9, larger N=48299: 1.9953
Halving ratio, chi=0.9, larger N=4001: 1.9472
Correlation energy, exact N=4000: -0.100007
Correlation energy, boson limit: -0.100000
Mean n, ground state, N=4000 / limit: 0.124952 / 0.125000
Mean n, excited state, N=4000 / limit: 1.374408 / 1.375000
chi=0.9: RPA 0.435890, 1/(N-1) coefficient 9.072939
  chi=0.9, N=10: exact gap 0.716488
  chi=0.9, N=100: exact gap 0.499627
  chi=0.9, N=1000: exact gap 0.444490
  chi=1.0, N=10: exact gap 0.660397
  chi=1.0, N=100: exact gap 0.334115
  chi=1.0, N=1000: exact gap 0.164065
chi=1: local exponent of gap in N, N=32000 to 64000: -0.3286
```
